\section*{Infrared spectra from Wannier-centre dipoles: branch unwrapping and the harmonic quantum correction}

\section{What dimensions and symmetry fix}

Let \(M\) be the dipole of a cell of volume \(V\) along the light polarisation, and let
\[
C(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle \delta M(t)\,\delta M(0)\rangle ,\qquad \delta M=M-\langle M\rangle .
\]
In SI units \(M^2/(\varepsilon_0V)\) is an energy, so \(C/(\varepsilon_0V)\) is an energy times a time. The absorption coefficient \(\alpha\), multiplied by the refractive index \(n\), is an inverse length. With \(c\), \(\omega\) and \(kT=1/\beta\) available, the form linear in \(C\) is
\begin{equation}
\alpha n=\frac{\beta\omega^2}{c\,\varepsilon_0V}\,C(\omega)\,f(x),\qquad x=\beta\hbar\omega .
\label{form}
\end{equation}
If the theory is classical, \(\hbar\) is absent and \(f\) is a pure number. If \(C\) is the quantum correlation function, \(f\) may depend on \(x\). The two cases must not be mixed.

A symmetry restricts \(M\) itself. Adding a constant to \(M\) cannot change the absorption. In a periodic cell \(M\) is defined only up to such constants, the polarisation quanta, so its changes along a continuous path carry the physics. A naive calculation can therefore fail twice: by putting a classical \(C\) into a quantum formula, and by letting the constant change from frame to frame.

\section{The quantum formula}

Apply a macroscopic field \(E_0\cos\omega t\), with \(H'=-ME_0\cos\omega t\). For states \(|a\rangle\) with energies \(E_a\) and thermal weights \(p_a\), the golden rule gives the absorbed power, upward minus downward transitions:
\[
P=\hbar\omega\,\frac{2\pi}{\hbar}\frac{E_0^2}{4}\sum_{ab}(p_a-p_b)|M_{ba}|^2\delta(E_b-E_a-\hbar\omega).
\]
The delta function sets \(p_b=e^{-x}p_a\). Inserting states into \(C\) gives, for \(\omega>0\),
\[
C(\omega)=2\pi\hbar\sum_{ab}p_a|M_{ba}|^2\delta(E_b-E_a-\hbar\omega),
\]
so \(P=\omega(1-e^{-x})E_0^2C/(4\hbar)\). Macroscopically \(P=\tfrac12V\omega\varepsilon_0\varepsilon''E_0^2\), and the intensity is \(\tfrac12nc\varepsilon_0E_0^2\). Dividing \(P/V\) by the intensity gives \(\alpha n=\omega\varepsilon''/c\). Hence
\begin{equation}
\varepsilon''=\frac{1-e^{-x}}{2\hbar\varepsilon_0V}C(\omega),\qquad
\alpha n=\frac{\omega(1-e^{-x})}{2\hbar c\,\varepsilon_0V}C(\omega).
\label{quantum}
\end{equation}
Here \(M\) fluctuates at zero macroscopic field, as in a periodic calculation without an applied field. For an isotropic sample one replaces \(C\) by one third of the spectrum of \(\langle\delta\mathbf M(t)\cdot\delta\mathbf M(0)\rangle\).

\section{First failure: a classical spectrum in a quantum formula}

Exchanging \(a\) and \(b\) above gives detailed balance, \(C(-\omega)=e^{-x}C(\omega)\). A classical equilibrium autocorrelation is even in time, so \(C_{\rm cl}(-\omega)=C_{\rm cl}(\omega)\). It cannot stand in (\ref{quantum}) without a correction \(Q\), with \(C\approx QC_{\rm cl}\). For a harmonic oscillator with a dipole linear in its coordinate, \(Q\) can be found exactly.

\subsection{The two line strengths}

For mass \(m\) and frequency \(\omega_0\), the classical motion is \(q(t)=q\cos\omega_0t+(p/m\omega_0)\sin\omega_0t\). Since \(\langle q^2\rangle=kT/(m\omega_0^2)\) and \(\langle pq\rangle=0\),
\[
\langle q(t)q\rangle_{\rm cl}=\frac{kT}{m\omega_0^2}\cos\omega_0t
=\frac{kT}{2m\omega_0^2}\left(e^{-i\omega_0t}+e^{i\omega_0t}\right).
\]
In quantum mechanics \(q=\sqrt{\hbar/2m\omega_0}\,(a+a^\dagger)\) and \(a(t)=ae^{-i\omega_0t}\). With \(\bar n=1/(e^x-1)\), \(\langle aa^\dagger\rangle=\bar n+1\) and \(\langle a^\dagger a\rangle=\bar n\),
\[
\langle q(t)q\rangle=\frac{\hbar}{2m\omega_0}\left[(\bar n+1)e^{-i\omega_0t}+\bar n\,e^{i\omega_0t}\right].
\]
The transform with \(e^{i\omega t}\) puts the first term at \(+\omega_0\), the absorption side. Using \(\bar n+1=1/(1-e^{-x})\), the ratio of quantum to classical weight there is
\begin{equation}
Q(x)=\frac{\hbar}{2m\omega_0}\,\frac{1}{1-e^{-x}}\,\frac{2m\omega_0^2}{kT}
=\frac{x}{1-e^{-x}} .
\label{Q}
\end{equation}
At \(-\omega_0\) the ratio is \(x\bar n=x/(e^x-1)=Q(-x)\), so one function serves both lines. For several independent harmonic modes and a dipole linear in their coordinates, the correlation functions add, and \(Q\) applies frequency by frequency.

Detailed balance requires \(Q(-x)=e^{-x}Q(x)\), but this alone does not select (\ref{Q}): \(2/(1+e^{-x})\) and \(e^{x/2}\) satisfy it too. At \(800\ \mathrm{cm^{-1}}\) and 300 K, \(x=3.837\), and these two give 1.96 and 6.81. The ratio found by diagonalising the oscillator and averaging classical orbits is 3.921, equal to (\ref{Q}) to the digits given.

\subsection{The working formula}

Substituting \(C=QC_{\rm cl}\) in (\ref{quantum}) cancels both \(1-e^{-x}\) and \(\hbar\):
\begin{equation}
\alpha n=\frac{\omega(1-e^{-x})}{2\hbar c\varepsilon_0V}\,\frac{\beta\hbar\omega}{1-e^{-x}}\,C_{\rm cl}
=\frac{\beta\omega^2}{2c\,\varepsilon_0V}\,C_{\rm cl}(\omega).
\label{work}
\end{equation}
This is (\ref{form}) with \(f=1/2\). For an isotropic sample the prefactor is \(\beta\omega^2/(6c\varepsilon_0V)\) and the dot-product correlation is used. As \(x\to0\), \(Q\to1\) and the correction disappears; for \(x\gg1\), \(Q\simeq x\).

The absolute scale can be checked without fluctuations. Let \(\delta M=Z_Mq\). The classical correlation has the transform \(\pi Z_M^2kT/(m\omega_0^2)\) times \(\delta(\omega-\omega_0)+\delta(\omega+\omega_0)\), so (\ref{work}) gives
\begin{equation}
\int_0^\infty\alpha n\,d\omega=\frac{\pi Z_M^2}{2c\,\varepsilon_0Vm},
\label{area}
\end{equation}
independent of temperature. A driven oscillator with damping rate \(\gamma\) has \(q=(Z_ME/m)/(\omega_0^2-\omega^2-i\gamma\omega)\) for a field \(\propto e^{-i\omega t}\), so
\[
\int_0^\infty\frac{\omega\varepsilon''}{c}\,d\omega=\frac{Z_M^2}{c\varepsilon_0Vm}\int_0^\infty\frac{\gamma\,d\omega}{(\omega-\omega_0^2/\omega)^2+\gamma^2}.
\]
Put \(u=\omega-\omega_0^2/\omega\), which runs over the whole real line. Then \(\omega=\tfrac12(u+\sqrt{u^2+4\omega_0^2})\) and \(d\omega/du=\tfrac12(1+u/\sqrt{u^2+4\omega_0^2})\). The odd part integrates to zero, the rest gives \(\pi/2\), and (\ref{area}) follows again.

\section{Second failure: a folded dipole}

For ions of charge \(Z_Ie\) and doubly occupied Wannier functions with centres \(r_w\),
\begin{equation}
M=e\Big(\sum_IZ_IR_I-2\sum_wr_w\Big).
\label{dipole}
\end{equation}
The electrons are assumed to stay in their ground state, with an open gap. In a ring of length \(L\) every coordinate is known modulo \(L\). Refolding an ion changes \(M\) by \(Z_IeL\), refolding a centre by \(2eL\).

\subsection{Centres from a periodic operator}

The operator \(X\) is not periodic, but \(e^{2\pi iX/L}\) is. Its matrix in the occupied space has eigenvalues whose phases, times \(L/2\pi\), are the centres. For a chain of \(N\) cells of length \(a\) with one occupied band this can be followed explicitly. With \(\delta=2\pi/L\), the operator takes Bloch state \(k\) to \(k+\delta\) with amplitude \(s_k=\langle u_{k+\delta}|u_k\rangle\), where \(u_k\) is the cell-periodic part. Going once round the \(N\) states, each eigenvalue obeys \(\lambda^N=\prod_ks_k\). The \(N\) phases are thus spaced by \(2\pi/N\), and the centres by \(a\).

Define \(A=i\langle u_k|\partial_ku_k\rangle\) in a gauge that is smooth and periodic, with the Bloch state at \(k+2\pi/a\) equal to that at \(k\), so that the last link closes on the first state without an extra phase. To first order \(s_k=1+i\delta A\). Exchanging the end points of a link conjugates \(s_k\), so its phase, expanded about the midpoint, is odd in \(\delta\): it is \(\delta A+O(\delta^3)\). Summing \(N\) links and multiplying by \(L/2\pi=1/\delta\) gives, up to a constant,
\begin{equation}
S\equiv\sum_wr_w=N\left[\frac{a}{2\pi}\int_0^{2\pi/a}A\,dk+O(L^{-2})\right]\pmod L .
\label{berry}
\end{equation}
The sum of centres is a Berry phase, and the supercell error per cell falls as \(L^{-2}\).

\subsection{What the jumps do to the spectrum}

Suppose an ion of charge \(+e\) and a Wannier centre vibrate together about an equilibrium position at the cell edge, so that they spend half of each period on either side. When they leave through the left edge both reappear near \(L\), and the folded dipole changes by \(eL-2eL=-eL\). On the way back it changes by \(+eL\). A square wave of step \(J=eL\) is thus added to the true signal. Its odd harmonics \(h\) have amplitudes \(2J/(\pi h)\), hence power \(\propto1/h^2\). The factor \(\omega^2\) in (\ref{work}) cancels this decay, so false bands of equal strength appear at \(\omega_0,3\omega_0,5\omega_0,\dots\) for continuous sampling.

\subsection{The repair and its condition}

Between frames, replace each increment by its smallest equivalent:
\begin{equation}
\Delta S\to\Delta S-L\,\mathrm{round}(\Delta S/L),
\label{unwrap}
\end{equation}
and do the same for each ion coordinate. The rule returns the true increment if that is smaller than \(L/2\) in magnitude. Because a sum has no order, the Wannier centres need no labels. Applying the rule to each charge species separately also avoids guessing which quantum the total dipole has jumped by.

If all \(N\) centres of the chain move together by \(d\) per frame, the condition \(Nd<L/2\) becomes \(d<a/2\), independent of \(N\). In three dimensions the number of centres \(N_w\) grows as the volume, and \(N_wd<L/2\) can fail in a large cell. Shorter frame intervals then restore a safe step. Matching each centre to the nearest one in the previous frame also works, provided every centre moves by less than half the smallest distance between centres.

Charge pumping shows both the meaning and the limit of the rule. Cycle the bond alternation and the site energies of the chain, with fixed ions, around the point where the gap closes. Each centre then moves by one cell per cycle, so \(S\) moves by \(Na=L\). Three cycles in 72 steps give \(+3L\). In four steps the true increment is \(3L/4\), which (\ref{unwrap}) turns into \(-L/4\); the result is \(-L\), with the wrong sign as well as the wrong size.

A continuous \(M\) therefore need not be bounded. If charge is transported, \(\langle\delta M\,\delta M\rangle\) is not stationary and the current should be used. For a stationary signal \(\langle\dot M(t)\dot M(0)\rangle=-d^2\langle\delta M(t)\delta M(0)\rangle/dt^2\), so its transform is \(\omega^2C_{\rm cl}\), and (\ref{work}) needs no other change.

\section{The resulting scheme}

\begin{enumerate}
\item For each frame, find the occupied states and the Wannier centres.
\item Unwrap \(S\) and the ion coordinates by (\ref{unwrap}), and form \(M\) from (\ref{dipole}).
\item Subtract the mean and average \(\delta M(t_0)\delta M(t_0+t)\) over time origins and a thermal ensemble.
\item Multiply by a window \(e^{-\sigma^2t^2/2}\), transform, and multiply by \(\beta\omega^2/(2c\varepsilon_0V)\).
\end{enumerate}
The window turns a sharp line into a Gaussian of standard deviation \(\sigma\). The mean of \(\omega^2\) over it is \(\omega_0^2+\sigma^2\), so the integrated intensity is too large by the fraction \(\sigma^2/\omega_0^2\). Setting the derivative of \(\omega^2e^{-(\omega-\omega_0)^2/2\sigma^2}\) to zero gives a peak shift of about \(2\sigma^2/\omega_0\).

\section{A chain with a charge at the cell edge}

The model has \(N=20\) cells of length 5 Å and cross-section 20 Å\(^2\), so \(L=100\) Å. Sites A and B have energies \(\pm1.5\) eV, and both ions carry \(+e\). The hopping is \(-t_0e^{-(d-a/2)/\ell}\) for bond length \(d\), with \(t_0=1\) eV and \(\ell=1\) Å. One B site lies at the cell edge. The masses are 40 and 10 u, so \(\mu=8\) u. The relative displacement \(q\) moves A by \(-0.2q\) and B by \(0.8q\). This uniform mode has a prescribed harmonic total energy at \(800\ \mathrm{cm^{-1}}\); all other modes are frozen. These are round parameters, not those of a material.

\subsection{The charge of the mode}

Write \(\delta M=NZ^*eq\). A reference for \(Z^*\) comes from the infinite chain. Let \(c_k\) be the occupied two-site vector of a Hamiltonian \(H_k\) periodic in \(k\), and \(x_j\) the site positions in a cell. Then \(u_k\) has components \(e^{-ikx_j}c_{k,j}\), and the mean centre is
\[
\bar r=\big\langle i\,c_k^\dagger\partial_kc_k\big\rangle_k+\sum_jx_j\langle|c_{k,j}|^2\rangle_k ,
\]
where \(\langle\ \rangle_k\) is the zone average. Differentiate the first term with respect to \(q\) and integrate \(i\,c_k^\dagger\partial_k\partial_qc_k\) by parts:
\[
\frac{d\bar r}{dq}=\big\langle-2\,\mathrm{Im}\,(\partial_qc_k)^\dagger\partial_kc_k\big\rangle_k
+\frac{d}{dq}\sum_jx_j\langle|c_{k,j}|^2\rangle_k .
\]
First-order perturbation theory supplies the derivatives: \(\partial c_k=v_k\,(v_k^\dagger\,\partial H_k\,c_k)/(E_c-E_v)\), with \(v_k\) the empty state and \(E_c<E_v\) the energies of \(c_k\) and \(v_k\). A component of \(\partial c_k\) along \(c_k\) has a purely imaginary coefficient, so it changes neither the imaginary part above nor the populations. The ions contribute \(-0.2+0.8=0.6\), so \(Z^*=0.6-2\,d\bar r/dq\).

This gives \(Z^*=-2.2424\). Finite differences of the ring dipole give \(-2.2409\) for 20 cells, a relative error of 0.07\%. From 40 to 80 cells the error falls by a factor of 3.98, close to the 4 that (\ref{berry}) predicts. The remainder comes from the difference step of \(10^{-3}\) Å; as the step goes to zero the factor becomes 4.00. Moving single ions gives \(+2.241\) for A and \(-2.241\) for B. Their sum vanishes because a rigid translation of a neutral cell leaves \(M\) unchanged, and then \(0.8Z_B-0.2Z_A=Z_B\), the mode charge. Rigidly carried populations could give B no charge below \(1-2=-1\); the excess comes from electrons redistributed as the bonds change.

\subsection{Raw and unwrapped signals}

The uniform mode has mass \(N\mu\) and thermal displacement \(\sqrt{kT/(N\mu\omega_0^2)}=0.00829\) Å. Four trajectory energies with Gauss--Laguerre weights replace random thermal sampling. The trajectory at \(1.746\,kT\) has amplitude \(0.00829\sqrt{2\times1.746}=0.0155\) Å, so its dipole should span \(2\times20\times2.241\times0.0155=1.39\ e\,\)Å. The unwrapped frames span 1.36. With 12 frames per period the frame nearest a turning point may miss it by up to \(\pi/12\), which allows a loss of up to 3.4\%.

The raw dipole of the same trajectory spans 99.7 \(e\,\)Å, with 128 jumps of \(eL\) in 64 periods. Averaged over the four weighted trajectories, the raw band at \(\omega_0\) is about 15\,000 times too strong, and a false band of similar strength stands at \(3\omega_0\). The ratio of false band to fundamental is 1.22 rather than 1. Sampling explains most of this: for 12 frames per period the step is on for six consecutive frames, and the geometric sum gives \(\big|\sum_{j=0}^{5}e^{-i\pi hj/6}\big|=|\sin(\pi h/2)/\sin(\pi h/12)|\), so for odd \(h\) the amplitude is proportional to \(1/\sin(\pi h/12)\), and the intensity ratio becomes \([3\sin(\pi/12)/\sin(\pi/4)]^2=1.21\).

\subsection{Absolute intensity}

Put \(Z_M=NZ^*e\) and \(m=N\mu\) in (\ref{area}), and divide by \(2\pi c\) to integrate over wavenumber \(\tilde\nu\):
\[
\int\alpha n\,d\tilde\nu=\frac{Z^{*2}e^2}{4c^2\varepsilon_0\mu\,(V/N)} .
\]
With \(Z^*=-2.241\), \(\mu=8\) u and \(V/N=100\) Å\(^3\) this is \(3.049\times10^{10}\ \mathrm{m^{-2}}=3.049\times10^6\ \mathrm{cm^{-2}}\). The driven oscillator and the quantum levels both give \(3.0485\times10^6\), the trajectories \(3.0496\times10^6\ \mathrm{cm^{-2}}\). The relative excess of \(3.6\times10^{-4}\) is of the size of the window estimate \((16/800)^2=4.0\times10^{-4}\). Two smaller effects of opposite sign account for the difference. The finite integration step of the trajectories adds about \(1.0\times10^{-4}\), of which \(0.6\times10^{-4}\) comes from the slightly raised frequency. The dipole is also slightly nonlinear, \(\delta M\propto q(1+c_3q^2)\) with \(c_3\approx-0.35\) Å\(^{-2}\). This multiplies the amplitude of the fundamental by \(1+\tfrac34c_3A^2\) for an orbit of amplitude \(A\). With \(\langle A^2\rangle=2\langle q^2\rangle\) and \(\langle A^4\rangle=8\langle q^2\rangle^2\), the intensity changes by \(6c_3\langle q^2\rangle=-1.45\times10^{-4}\). The three terms sum to about \(3.6\times10^{-4}\). Putting the classical spectrum into (\ref{quantum}) without \(Q\) would give \(0.778\times10^6\ \mathrm{cm^{-2}}\), too small by the factor 3.92.

The peak lies at \(800.8\ \mathrm{cm^{-1}}\). The window predicts a shift of \(2\times16^2/800=0.64\ \mathrm{cm^{-1}}\), which agrees within the frequency grid of \(0.4\ \mathrm{cm^{-1}}\). The peak height, \(7.6\times10^4\ \mathrm{cm^{-1}}\), is the area divided by \(\sqrt{2\pi}\,\sigma\). It measures the chosen resolution, not a physical linewidth.

\section{Where the harmonic factor stops being right}

\subsection{A dipole quadratic in the coordinate}

Let the dipole contain \(q^2\), and consider the overtone at \(2\omega_0\), with \(x=\beta\hbar\omega_0\). The quantum weight comes from \(a^2(t)\,a^{\dagger2}\). Since \(\langle n^2\rangle=2\bar n^2+\bar n\),
\[
\langle a^2a^{\dagger2}\rangle=\langle(n+1)(n+2)\rangle=2\bar n^2+4\bar n+2=2(\bar n+1)^2 ,
\]
and the weight is \(\hbar^2(\bar n+1)^2/(2m^2\omega_0^2)\). Classically \(q^2=\tfrac12A^2[1+\cos(2\omega_0t+2\phi)]\) has weight \(\langle A^4\rangle/16\) at \(+2\omega_0\). With \(A^2=2E/(m\omega_0^2)\) and \(\langle E^2\rangle=2(kT)^2\) this is \((kT)^2/(2m^2\omega_0^4)\). The true ratio is \(x^2/(1-e^{-x})^2\), while the harmonic factor supplies \(Q(2x)=2x/(1-e^{-2x})\). Since \(1-e^{-2x}=(1-e^{-x})(1+e^{-x})\),
\begin{equation}
\frac{\text{true}}{\text{corrected classical}}=\frac{x}{2}\,\frac{1+e^{-x}}{1-e^{-x}}=\frac x2\coth\frac x2 .
\end{equation}
This tends to 1 for small \(x\) and to \(x/2\) for large \(x\). At \(x=3.837\) the computed ratio is 15.38 against \(Q(2x)=7.68\): the corrected overtone is too weak by a factor of 2.00.

\subsection{An anharmonic potential}

A factor multiplying the spectrum cannot move a sharp line. Take the potential \(y^2/2+gy^4\) in units of \(\hbar\omega_0\), with \(y=q\sqrt{m\omega_0/\hbar}\). To first order in \(g\), \(\langle y^4\rangle_n=\tfrac34(2n^2+2n+1)\) raises the \(0\to1\) transition by \(3g\). A classical orbit of action \(J\hbar\) has \(A^2=2J\) and mean \(y^4=\tfrac38A^4=\tfrac32J^2\), so its frequency rises by \(3gJ\), with \(J\simeq1/x\) at \(E=kT\). On cooling, the classical shift vanishes and the quantum shift does not.

For \(g=0.01\) the computed shifts are \(0.0284\,\omega_0\) and \(0.0077\,\omega_0\), or 23 and \(6\ \mathrm{cm^{-1}}\) for an \(800\ \mathrm{cm^{-1}}\) mode. The first-order values are 0.030 and 0.0078. The classical number refers to the single orbit at \(E=kT\). A thermal ensemble spreads the classical line into a band with weight roughly \(\propto Je^{-xJ}\): its maximum lies near \(J=1/x\), close to this orbit, while its intensity-weighted mean lies near \(J=2/x\), a shift of about \(0.015\,\omega_0\) or \(12\ \mathrm{cm^{-1}}\), still about half the quantum value. Where such differences matter, the nuclear dynamics itself must be made quantum. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant: 5.0 angstrom; area per chain: 20.0 angstrom^2
hopping: 1.0 eV; site energies: +/-1.5 eV
hopping decay length: 1.0 angstrom
masses A, B: 40, 10 u; reduced: 8.0 u
cells: 20; cell length L: 100 angstrom
mode: 800 cm^-1; temperature: 300 K
x = hbar omega0/kT: 3.8367
mode charge, bulk sum over states: -2.24240 e
mode charge, 20 cells: -2.24094 e
mode charge, 40 cells: -2.24203 e
mode charge, 80 cells: -2.24231 e
size error ratio, 40 to 80 cells: 3.975
single-ion charges A, B (20 cells): 2.24094, -2.24094 e
pump, 3 cycles, 72 steps: centre sum moves 3.0000 L
pump, 3 cycles, 4 steps: centre sum moves -1.0000 L
thermal rms displacement q: 0.00829 angstrom
trajectory energies: [0.3225 1.7458 4.5366 9.3951] kT
ensemble weights: [6.03154e-01 3.57419e-01 3.88880e-02 5.39000e-04]
periods: 64; frames per period: 12; Verlet steps per frame: 20
dipole jumps in second trajectory: 128
largest jump size: 1.0000 e L
raw dipole range, second trajectory: 99.708 e angstrom
unwrapped dipole range: 1.3566 e angstrom
largest deviation from linear dipole: 7.85e-05 (relative)
window sigma: 16.0 cm^-1
peak position: 800.8 cm^-1
peak alpha*n: 7.6062e+04 cm^-1
integrated alpha*n, trajectories: 3.04964e+06 cm^-2
integrated alpha*n, driven oscillator: 3.04854e+06 cm^-2
integrated alpha*n, quantum levels: 3.04854e+06 cm^-2
integrated alpha*n, no correction: 7.77711e+05 cm^-2
raw dipole, band at omega0: 4.5184e+10 cm^-2
raw dipole, false band at 3 omega0: 5.5268e+10 cm^-2
quantum/classical line ratio, computed: 3.92130
harmonic factor x/(1-exp(-x)): 3.92130
factor 2/(1+exp(-x)): 1.95778
factor exp(x/2): 6.80984
downward/upward quantum line ratio: 0.02156
overtone quantum/classical ratio: 15.37657
harmonic factor at 2 omega0: 7.67705
overtone, true/corrected classical: 2.00293
quartic coefficient g: 0.01 hbar omega0
quartic shift, quantum 0-1: 0.02839 omega0
quartic shift, classical orbit at E=kT: 0.00770 omega0
\end{verbatim}
